# Why concerted exchange in silicon does not follow point-defect supersaturation

## Definitions and the claim

Silicon has the diamond structure, with cubic lattice constant $a$ and two sublattices, A and B. An A atom has four neighbours at $\mathbf d_j$; a B atom has four at $-\mathbf d_j$. Let $u_j$ be the $x$ component of $\mathbf d_j$. Each $u_j$ is $+a/4$ or $-a/4$, two of each sign, so

$$
\sum_j u_j=0,\qquad \sum_j u_j^2=4\left(\frac a4\right)^2=\frac{a^2}{4}.
$$

A tracer is a labelled silicon atom, chemically identical to the others. Its diffusivity is defined by $\langle X^2\rangle=2Dt$ at long times, where $X$ is its displacement along $x$. Cubic symmetry makes every direction equivalent.

Vacancies and self-interstitials are the native defects. Their concentrations are $C_V$ and $C_I$, and an asterisk marks thermal equilibrium. The supersaturations are $S_V=C_V/C_V^*$ and $S_I=C_I/C_I^*$. The symbol $c$ means defects per lattice site.

In Pandey's concerted exchange, two neighbouring atoms turn around each other and trade places. Let $w$ be the rate of this event per bond in the perfect crystal. For dilute defects, fixed temperature, an intrinsic unstrained crystal and $w$ much smaller than the defect hop rates, the claim is

$$
D=D_I S_I+D_V S_V+D_{CE},\qquad D_{CE}=\frac{wa^2}{8}.
$$

Here $D_I$ and $D_V$ are the equilibrium interstitial and vacancy parts. The last term carries no supersaturation factor. This concerns its absolute size: its share of $D$ changes when the other terms change. The constancy also holds only in the dilute limit; the leading correction to the exchange term is found below.

## What has to be present before an atom can move

An exchange starts with every lattice site filled and ends the same way. Bonds are strained and broken in between. In silicon the path is not a single saddle: it passes through a metastable half-turned pair, the bond defect or fourfold-coordinated defect, with calculated formation energies of roughly 2.4 to 3 eV. This intermediate has no extra or missing atom, so its thermal population is set by the perfect crystal and not by $S_V$ or $S_I$. The rate $w$ counts completed swaps. In transition-state theory the rate is

$$
w=\nu\,e^{\sigma/k}e^{-E/kT},
$$

with attempt frequency $\nu$, activation entropy $\sigma$ and barrier $E$. The starting state is the perfect crystal, so no defect concentration or defect formation energy enters.

A vacancy-mediated jump needs a vacancy beside the tracer. For a random dilute population, a given neighbouring site is vacant with probability $c$. If each vacancy–atom exchange has rate $w_V$, the tracer's total jump rate is $4cw_V$. Injecting vacancies raises $c$ while leaving $w_V$ unchanged at fixed temperature. The supersaturation therefore multiplies how often the tracer has an opportunity to move.

An interstitial-mediated jump likewise needs an interstitial nearby, or needs the tracer itself to be the interstitial. Both probabilities are proportional to $c$ in the dilute limit.

Jump frequency alone does not fix a diffusivity, because successive jumps may be correlated. The lattice model can be solved to include this.

## The exchange contribution

Write $X$ as the sum of individual jumps. Squaring the sum gives the square of every jump plus twice the product of each jump with all later ones. Hence

$$
2D=\left\langle\sum_{\rm jumps}\text{rate}\,
\left[(\Delta x)^2+2\Delta x\,h_{\rm after}\right]\right\rangle,
$$

where $h_{\rm after}$ is the expected total future $x$ displacement, given the state just after the jump. The average is over the steady distribution of states.

In a perfect crystal with exchange alone, all four bonds have equal rate. The mean next displacement is zero because $\sum_j u_j=0$, on either sublattice. This holds after every jump, so $h_{\rm after}=0$. Then

$$
2D_{CE}=w\sum_j u_j^2=\frac{wa^2}{4},
\qquad D_{CE}=\frac{wa^2}{8}.
$$

## The vacancy contribution

After a vacancy exchange, the vacancy sits directly behind the tracer. It may soon carry the tracer back, so $h_{\rm after}$ is not zero.

Put the tracer on an A site at the origin and one vacancy at $\mathbf r$. Let $h(\mathbf r)$ be the expected future displacement of the tracer. Inversion through a bond centre swaps the sublattices and reverses displacements, so a tracer on B with a vacancy at relative position $\mathbf r$ has expected displacement $-h(-\mathbf r)$.

The expectation must balance over a short time: the sum of rate times $(\Delta x+h_{\rm after}-h)$ is zero. If the vacancy is not beside the tracer, its moves give

$$
\sum_{\mathbf r'}[h(\mathbf r')-h(\mathbf r)]=0,
$$

where $\mathbf r'$ runs over the four neighbours of $\mathbf r$. The common factor $w_V$ has cancelled.

If the vacancy is at $\mathbf d_j$, three moves exchange it with other atoms. The fourth moves the tracer by $u_j$ and leaves a B tracer with the vacancy at $-\mathbf d_j$, for which the future displacement is $-h(\mathbf d_j)$. Therefore

$$
\sum_{3}[h(\mathbf r')-h(\mathbf d_j)]
+u_j-2h(\mathbf d_j)=0.
$$

Extend the function by setting $h(0)=0$. Including the origin adds $-h(\mathbf d_j)$ to the three-neighbour sum, so the three-neighbour sum equals the four-neighbour sum plus $h(\mathbf d_j)$. The balance becomes

$$
\sum_{4}[h(\mathbf d_j)-h(\mathbf r')]=u_j-h(\mathbf d_j).
$$

This is a lattice potential problem with sources $q_j=u_j-h(\mathbf d_j)$ at the four neighbours of the tracer. Symmetry suggests $h(\mathbf d_j)=\beta u_j$, which gives $q_j=(1-\beta)u_j$. The sources add to zero, and by symmetry they produce zero potential at the origin, as the extension requires.

Let $G_0$, $G_1$ and $G_2$ be the decaying potential of a unit source at its own site, at a first neighbour and at a second neighbour. The equation at the source is

$$
4(G_0-G_1)=1.
$$

A first neighbour touches the source and three second neighbours, and carries no source itself, so

$$
4G_1-G_0-3G_2=0.
$$

Substituting $G_1=G_0-1/4$ gives $3G_2=3G_0-1$, or $G_0-G_2=1/3$.

Any two of the sites $\mathbf d_j$ are second neighbours. The potential at $\mathbf d_j$ is therefore

$$
\beta u_j=G_0q_j+G_2\sum_{i\ne j}q_i
=(G_0-G_2)q_j=\frac{1-\beta}{3}u_j,
$$

where $\sum_{i\ne j}q_i=-q_j$ was used. Thus $3\beta=1-\beta$, and $\beta=1/4$.

Just after a jump $u_j$, the expected later displacement is $-\beta u_j$: on average the tracer gives back one quarter of its jump. The diffusivity follows from

$$
2D=cw_V\sum_j u_j^2(1-2\beta)
=cw_V\frac{a^2}{4}\frac12,
$$

so

$$
D=f\,c\,w_V\frac{a^2}{8},\qquad f=\frac12 .
$$

The correlation factor $f$ halves the result but does not remove the factor $c$. With $c=S_Vc_V^*$, this is $D_VS_V$.

## Both mechanisms in one crystal

Adding the two results assumes that each mechanism leaves the other alone. That was tested by solving for the tracer diffusivity in periodic cells of 216, 512 and 1000 lattice sites, each with one defect. Clustering and other interactions between defects are left out. A smaller cell means a larger $c$.

From the largest cell to the smallest, $c$ rises 4.63 times. The vacancy part of $D$ rises 4.67 times. The dilute limit extrapolated from the cells gives $f=0.5000$, in agreement with the derivation.

For interstitials, a model network was used: tetrahedral sites, kick-out of lattice atoms, and direct hops between tetrahedral sites, each individual move having rate $w_I$. It gives $D=0.858\,c\,w_Ia^2$ in the dilute limit, and the interstitial part rises 4.61 times over the same range of $c$. The number 0.858 belongs to this network and is not claimed for silicon's real interstitial path.

The exchange part was obtained by switching on a weak exchange, $w=10^{-4}$ of the defect rate, and taking the increase in $D$. Relative to $wa^2/8$, it is 1.0018 in the smallest vacancy cell and 1.0004 in the largest. For interstitials the values are 0.9956 and 0.9990. The defect contribution more than quadruples while the exchange contribution moves by less than half a percent.

The small remainder has the form

$$
\text{exchange part}=\frac{wa^2}{8}(1+Kc),
$$

with $K\approx0.40$ for vacancies and $K\approx-0.97$ for this interstitial model. A vacancy blocks exchange along a bond with probability $c$, which by itself would contribute $-1$ to $K$. The positive total shows that changed correlations between jumps more than compensate. In the interstitial model, a fraction $c$ of tracers are themselves interstitials and take no part in exchange, which also contributes $-1$; everything else adds only about $+0.03$.

A second reading of the same model uses the total diffusivity, as an experimenter would. With $w$ set to one hundredth of the defect rate, a straight line in $c$ through the two larger cells was extended to $c=0$. The intercept is $0.9998$ of $wa^2/8$ for vacancies and $1.0013$ for interstitials. Concerted exchange is what remains when the defects are removed.

## Where simple addition fails

Suppose $w=w_V$. A vacancy beside the tracer then exchanges with it at the same rate as an atom would. Every bond of the tracer has rate $w$ in every state, the mean next displacement is zero, and the earlier calculation gives

$$
D=\frac{wa^2}{8}
$$

at any vacancy concentration. The additive formula would predict $(wa^2/8)(1+c/2)$. Its error is small relative to the total when $c$ is small, but it is as large as the vacancy term it claims to describe. Separate contributions therefore have a clear meaning when $w\ll w_V$, because the vacancy then completes its correlated encounter with the tracer before an exchange is likely to interrupt it.

A different failure occurs if a defect lowers the exchange barrier on nearby bonds. Those assisted events require a defect and scale with its concentration. They belong with the defect-mediated terms, even if the atomic motion looks like an exchange.

## Injection into silicon at 1100 °C

Consider a one-hour anneal at 1100 °C, where $kT=0.1183$ eV. Take rough equilibrium contributions $D_I=1.2\times10^{-15}$ and $D_V=6\times10^{-16}$ cm²/s, and rough equilibrium concentrations of $10^{14}$ cm⁻³ for each defect. For exchange, choose $E=4.5$ eV and $\nu=10^{13}$ s⁻¹.

With zero activation entropy,

$$
w=10^{13}e^{-4.5/0.1183}\ \text{s}^{-1}
\approx3.0\times10^{-4}\ \text{s}^{-1}.
$$

Multiplication by $a^2/8=3.69\times10^{-16}$ cm² gives $D_{CE}\approx1.1\times10^{-19}$ cm²/s, a fraction $6\times10^{-5}$ of equilibrium self-diffusion. Independence of supersaturation does not make a mechanism important.

To make the exchange term visible, take a deliberately generous entropy of $7k$. Then $w\approx0.33$ s⁻¹, $D_{CE}\approx1.23\times10^{-16}$ cm²/s, and the total is $D^*\approx1.92\times10^{-15}$ cm²/s. The equilibrium fractions are

$$
f_I=0.624,\qquad f_V=0.312,\qquad f_{CE}=0.064.
$$

Assume also that interstitials and vacancies recombine fast enough to keep $S_IS_V=1$. This relation is not needed for the main result; it links the two supersaturations in the example. Interstitial injection with $S_I=4$ gives

$$
\frac{D}{D^*}=0.624(4)+\frac{0.312}{4}+0.064=2.64 .
$$

Vacancy injection with $S_V=4$ gives

$$
\frac{D}{D^*}=\frac{0.624}{4}+0.312(4)+0.064=1.47 .
$$

The term 0.064 is the same in both lines. Its share of the total falls from 6.4% at equilibrium to 2.4% and 4.4%, because the total has grown.

The root-mean-square spread $\sqrt{2Dt}$ is 37 nm at equilibrium, 60 nm under interstitial injection and 45 nm under vacancy injection. Exchange alone would give 9.4 nm in all three cases. Spreads add in squares, not directly. If supersaturation varies with time but is uniform in space, the squared spread is $2\int D\,dt$, and the exchange part remains $2D_{CE}t$ whatever the injection history.

## Why the constant term is hard to see

One might try to suppress both defects and measure what is left. Where pair equilibrium holds it prevents this, since lowering $S_I$ raises $S_V$. With $S_V=1/S_I$,

$$
\frac D{D^*}=f_{CE}+2\sqrt{f_If_V}
+\left(\sqrt{f_IS_I}-\sqrt{\frac{f_V}{S_I}}\right)^2 .
$$

Expanding the square recovers the original sum. The square vanishes at $S_I=\sqrt{f_V/f_I}=0.71$, where $D/D^*$ has its minimum, 0.946. With the zero-entropy exchange rate the minimum is 0.943 at the same $S_I$. A thousandfold change in the exchange rate barely moves it.

Two opposite treatments, $S_I=s$ and $S_I=1/s$ with $s$ well above 1, do better if pair equilibrium holds. Let their measured ratios be $R_1$ and $R_2$, and let $q=s+1/s$. Adding the ratios and using $f_I+f_V=1-f_{CE}$ gives

$$
R_1+R_2=(1-f_{CE})q+2f_{CE},
$$

and therefore

$$
f_{CE}=\frac{q-R_1-R_2}{q-2}.
$$

For $s=4$, $q=4.25$ and the $7k$ example returns 0.064. If $s$ is read 5% too high, with the same measured ratios, the formula returns 0.136. In the zero-entropy case the same mistake returns 0.077, although the true fraction is $6\times10^{-5}$. An imperfectly known supersaturation can therefore imitate concerted exchange. A failure of pair equilibrium can hide it: if $S_V$ stays at 1 during the interstitial injection, the $7k$ example returns $-0.04$.

## How far the model can be trusted for silicon

The chosen temperature is within the range of high-temperature silicon processing. Oxidation can inject interstitials and nitridation can inject vacancies, but $S=4$ is a chosen value. The equilibrium defect concentrations are uncertain by orders of magnitude, and the $7k$ entropy is an assumption made to enlarge the exchange term. Pair equilibrium is also an assumption. It fails if recombination is slow compared with the anneal. It also fails near a surface that keeps supplying vacancies, over the distance a vacancy travels before it recombines. With barrier-free capture at 0.5 nm the lifetime is a few milliseconds and this distance is roughly half a micrometre for the concentrations chosen here, comparable to the depth of typical marker layers; it is ten times shorter for equilibrium values of $10^{16}$ cm⁻³. If $S_I=4$ while $S_V$ stays at 1, the example's ratio becomes $2.50+0.31+0.06=2.87$ instead of 2.64, about 9% higher. The thermal exchange term is unchanged. Recombination of an interstitial with a vacancy can also form the bond defect and leave two atoms swapped; such events scale with $S_IS_V$ and belong with the defect-mediated terms. For barrier-free capture they number at most about $10^{-6}$ per site per second here, against $2w\approx6\times10^{-4}$ exchanges per site per second even at zero entropy.

The dilute approximation has a wide margin here. At fourfold supersaturation $c\approx8\times10^{-9}$, so the larger model value of $|K|$ changes $D_{CE}$ by about $8\times10^{-9}$ of itself. The ratio $w/w_V$ is about $2\times10^{-10}$, far from the equal-rate failure. Strain is also small: for a bulk modulus of 100 GPa, and one atomic volume for both the defect's expansion and the activation volume, the estimated relative change is $8\times10^{-7}$.

At the defect concentration chosen here, assisted exchange would need a strong local effect. If each defect influences 16 bonds, and there are two bonds per atom, the affected fraction is $8c\approx6.4\times10^{-8}$. A 1% contribution then requires a barrier reduction of

$$
kT\ln\frac{0.01}{6.4\times10^{-8}}\approx1.4\ \text{eV}.
$$

This figure depends on the uncertain defect concentration: with equilibrium values of $10^{16}$ cm⁻³, about 0.9 eV would be enough.

Temperature control also matters. An unnoticed rise of 5 K increases $D_{CE}$ by about 15%, which is only about 1% of $D^*$ in the $7k$ example. The defect terms, with activation energies of 4 to 5 eV, rise by a similar percentage and dominate the error: if both treatments run 5 K hotter than the reference anneal, the two-treatment formula returns about $-0.2$ instead of 0.064. Thermal expansion changes $a^2$ by about 0.9%. Heavy doping lies outside the model, since it can change the charge states of defects and possibly the exchange barrier.

The independence thus rests on the starting state of the jump. A defect-mediated jump must wait for a defect, and supersaturation shortens that wait. A concerted exchange starts from filled neighbouring sites, which a dilute supersaturation leaves almost entirely unchanged. The numerical output below gives the values to more digits.

## Calculated quantities

```
LATTICE TEST (one defect per cell)
CE coefficient D/(w a^2), perfect crystal: 0.12500
Cell sites: 216, 512, 1000
Rise of c, largest to smallest cell: 4.630 times
vacancy: rise of defect part 4.672 times
  CE part/(w a^2/8), three cells: 1.00181, 1.00078, 1.00040
  K, three cells: 0.391, 0.399, 0.402
  zero-defect intercept/(w a^2/8): 0.99976
  D/(c w_defect a^2), dilute: 0.06250; cell-size shift 1.5e-06
interstitial: rise of defect part 4.613 times
  CE part/(w a^2/8), three cells: 0.99555, 0.99812, 0.99903
  K, three cells: -0.962, -0.965, -0.965
  zero-defect intercept/(w a^2/8): 1.00130
  D/(c w_defect a^2), dilute: 0.85826; cell-size shift 6.3e-06
Vacancy correlation factor: 0.50000
Equal CE and vacancy rates, D/(w a^2/8): 1.000000
SILICON EXAMPLE
T = 1373.15 K; kT = 0.11833 eV; anneal = 3600 s
a = 0.54310 nm; a^2/8 = 3.6870e-16 cm2
Rough D_I = 1.20e-15, D_V = 6.00e-16 cm2/s
Rough C_I* = C_V* = 1.0e+14 cm^-3; site fraction 2.002e-09
CE barrier = 4.50 eV; attempt frequency = 1.0e+13 s^-1
Activation entropy 0 k: w = 3.048e-04 s^-1, D_CE = 1.124e-19 cm2/s
  D* = 1.8001e-15 cm2/s; f_I, f_V, f_CE = 0.6666, 0.3333, 6.242e-05
  S_I=0.25, S_V=4.00: D/D*=1.5000, CE share=4.162e-05, spread=44.09 nm
  S_I=1.00, S_V=1.00: D/D*=1.0000, CE share=6.242e-05, spread=36.00 nm
  S_I=4.00, S_V=0.25: D/D*=2.7499, CE share=2.270e-05, spread=59.70 nm
  CE-only spread = 0.284 nm
  minimum D/D* = 0.9428 at S_I = 0.7071
  f_CE from two treatments: 6.242e-05; if s is read 5% high: 0.0772
Activation entropy 7 k: w = 3.342e-01 s^-1, D_CE = 1.232e-16 cm2/s
  D* = 1.9232e-15 cm2/s; f_I, f_V, f_CE = 0.6240, 0.3120, 6.407e-02
  S_I=0.25, S_V=4.00: D/D*=1.4680, CE share=4.365e-02, spread=45.09 nm
  S_I=1.00, S_V=1.00: D/D*=1.0000, CE share=6.407e-02, spread=37.21 nm
  S_I=4.00, S_V=0.25: D/D*=2.6379, CE share=2.429e-02, spread=60.44 nm
  CE-only spread = 9.419 nm
  minimum D/D* = 0.9465 at S_I = 0.7071
  f_CE from two treatments: 6.407e-02; if s is read 5% high: 0.1363
NEGLECTED EFFECTS (7 k case, defect supersaturation 4)
w/w_V = 2.06e-10; w/w_I = 1.41e-09
Relative change of D_CE by blocking and correlation: 7.73e-09
Local barrier drop on 16 bonds for a 1% effect: 1.415 eV
Relative change by defect strain (100 GPa): 8.46e-07
Change of D_CE for +5 K: 14.79 %
Change of a^2 by thermal expansion: 0.87 %
Recombination time, radius 0.5 nm, no barrier: 6.25e-03 s
Capture barrier making it one anneal: 1.570 eV
```
